Zeeman g Factors in Hund's Cases (a) and (b), part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE TWO COUPLING CASES

1. A molecule with its axis held fixed

Clamp the axis of a diatomic molecule along a magnetic field. Let Λ be the component of electronic orbital angular momentum along the axis, and Σ the component of electron spin, both in units of ħ. Orbital motion produces a magnetic moment of one Bohr magneton μ_B per unit of angular momentum, and spin produces very nearly two. In a field of strength 𝓑 the energy is therefore

E = μ_B 𝓑 (Λ + 2Σ).

Take one unpaired electron with Λ = 1. If the spin points along the orbital angular momentum, Σ = +1/2, the total projection is Ω = Λ + Σ = 3/2 and the energy is 2 μ_B 𝓑. If the spin points the other way, Σ = −1/2, the total projection is Ω = 1/2 and

Λ + 2Σ = 1 − 1 = 0.

This molecule has angular momentum 1/2 along its axis and no magnetic moment along it. Half a unit of angular momentum is left because the spin cancels half of the orbital part. No moment is left because the spin counts twice in the moment. These two states are called ²Π₃/₂ and ²Π₁/₂.

A free molecule rotates, so its axis does not stay along the field. Let n be the unit vector along the axis and J the total angular momentum. In a classical picture n turns about J, and its average is its component along J, namely (n·J) J/J² = Ω J/J². Replace J² by J(J+1) and the component J_Z by M. The fixed-axis energy then becomes

E = μ_B 𝓑 M (Λ + 2Σ) Ω / [J(J+1)].

This is the result for Hund's case (a). The classical average shows where each factor comes from. It does not show when the spin follows the axis, or how much magnetism remains in ²Π₁/₂ when it follows imperfectly. Those questions need the quantum derivation.

2. Conventions

I set ħ = 1. In atomic units μ_B = 1/2, but I keep the symbol so that the magnetic terms stay visible. The angular momenta are

R, the rotation of the nuclei,
L, the electronic orbital angular momentum,
S, the electron spin,
N = R + L, the total without spin,
J = R + L + S, the total.

All components refer to axes fixed in space. R, L and S commute with one another, and each obeys [J_x, J_y] = iJ_z and its cyclic partners. The axis vector n depends on the nuclear coordinates alone, so it commutes with L and S but not with R. Nuclear rotation is motion perpendicular to the axis, R being a cross product of the separation with a momentum, so

n·R = 0.

The projections are Λ = n·L and Σ = n·S. They carry signs. Unless both are zero, reversing both, with n unchanged, gives a different state: the mirror image of the first in a plane containing the axis, in which the orbital motion and the spin turn the opposite way about the axis. With the axis fixed and no field, the two states have the same average energy. For Ω = Λ + Σ different from zero they are degenerate levels. For Ω = 0, as in a ³Π₀ state, interactions beyond the simple spin–orbit energy used below can mix the two states and split them.

The electron has negative charge, so its moment is −μ_B(g_L L + g_S S). The energy of a moment μ in a field is −μ·𝓑. With the field along Z,

H_Z = μ_B 𝓑 (g_L L_Z + g_S S_Z), g_L = 1, g_S ≈ 2.0023.

The g factor of a level is defined by the part of its energy linear in the field:

E = E₀ + g μ_B 𝓑 M.

A positive g means that the energy rises with M. Nuclear spin, the moment of the rotating nuclei and the diamagnetic energy are left out. The field is weak enough not to mix different levels appreciably, so g follows from first-order perturbation theory.

3. The projection theorem

A vector operator V is one whose components turn under rotations like those of a vector:

[J_x, V_y] = iV_z, [J_x, V_x] = 0, and so on for the other components.

L, S and n are all vector operators with respect to J. Consider one level, meaning the 2J+1 states |M⟩ that J_+ and J_− connect. Inside it every vector operator is proportional to J. The proof uses V_± = V_x ± iV_y.

First, the commutation rules give [J_+, V_+] = 0, and V_+ raises M by one. Write v_M = ⟨M+1|V_+|M⟩ and j_M = ⟨M+1|J_+|M⟩. Since J_+ does not leave the level, the element of J_+V_+ − V_+J_+ between M and M+2 is

j_{M+1} v_M − v_{M+1} j_M = 0.

Hence v_M/j_M is the same number c for all M, and V_+ = cJ_+ inside the level. For J = 1/2 there is a single element and this statement is immediate.

Second,

[J_−, V_+] = i[J_x, V_y] − i[J_y, V_x] = i(iV_z) − i(−iV_z) = −2V_z.

The same relation with V replaced by J reads [J_−, J_+] = −2J_z. Putting V_+ = cJ_+ into the first and comparing gives V_z = cJ_z.

Third, [J_−, V_z] = V_− and [J_−, J_z] = J_−, so V_− = cJ_−. All three components of V therefore equal c times those of J inside the level.

To find c, take the scalar product with J. Because J stays inside the level, ⟨V·J⟩ = c⟨J²⟩ = cJ(J+1). Therefore

⟨V_Z⟩ = M ⟨V·J⟩ / [J(J+1)]. (1)

The theorem requires J > 0. A level with J = 0 has M = 0 and no linear Zeeman effect.

Apply (1) to V = g_L L + g_S S and compare with the definition of g:

g J(J+1) = ⟨g_L L·J + g_S S·J⟩. (2)

Equation (2) holds for any coupling of the angular momenta. The coupling cases differ only in the state in which the average is taken. There is no ordering problem in the products, since components of J and of L or S with the same index commute.

4. Orbital angular momentum in one electronic state

Split L into a part along the axis and a part perpendicular to it:

L = n(n·L) + L⊥ = Λn + L⊥.

For any fixed direction of n, the perpendicular components are combinations of operators that raise or lower n·L by one. An electronic state with Λ ≠ 0 has two components, +Λ and −Λ, which differ by 2|Λ| ≥ 2. A state with Λ = 0 has one. So L⊥ has no matrix elements within one electronic state.

In L·J the perpendicular part is multiplied by J. But n·L is a scalar, so it commutes with J, and multiplying by J does not change Λ. The product L⊥·J therefore has no elements within the electronic state either. Consequently

L·J → Λ n·J, with n·J = n·R + n·L + n·S = 0 + Λ + Σ = Ω. (3)

The arrow marks an approximation: other electronic states have been dropped. L⊥ does connect a Π state to Σ and Δ states. The contribution of a Σ state is worked out for one model in the second half.

5. Case (a): the spin is tied to the axis

The spin–orbit energy has the form A L·S. Within one electronic state L becomes Λn, and the energy becomes AΛΣ. States with neighbouring values of Σ are thus separated by AΛ. Rotation, with energy B R² and rotational constant B, tends to pull the spin away from the axis, with a strength of order BJ that is derived below. When

|AΛ| ≫ BJ,

Σ and Ω are good quantum numbers and the level is in case (a).

The average of S·J is found in the same way as that of L·J. Write S = n(n·S) + S⊥. The perpendicular part changes Σ by one, while J commutes with the scalar n·S and leaves Σ alone. So S⊥·J has no diagonal element, and

⟨S·J⟩ = Σ⟨n·J⟩ = ΣΩ.

With ⟨L·J⟩ = ΛΩ, equation (2) gives

g = (g_L Λ + g_S Σ) Ω / [J(J+1)]. (4)

Setting g_L = 1 and g_S = 2 yields (Λ + 2Σ)Ω/[J(J+1)].

Equation (4) is the value for an exactly good Σ. The condition |AΛ| ≫ BJ makes Σ nearly good, but it does not guarantee a small relative error in g at high J. The value (4) falls as 1/J², while the correction from spin uncoupling, derived for ²Π states in the second half, levels off near 2B/A as long as BJ remains small compared with |A|. For ²Π₃/₂, (4) is therefore accurate only when |A| is also large compared with BJ².

Levels of definite parity are sums and differences of |Λ, Σ⟩ and |−Λ, −Σ⟩. The product in (4) does not change when both signs are reversed, so both components have the same diagonal value. A cross term would have to turn Λ into −Λ. For Λ ≠ 0 the operator in (2), after L⊥ has been dropped, does not change Λ, so the cross term vanishes. Both parity components therefore share the g factor (4).

For ²Π₃/₂, Λ = 1, Σ = 1/2 and Ω = 3/2. With g_S = 2 this gives g = 3/[J(J+1)], which is 4/5 at J = 3/2. For ²Π₁/₂, Λ = 1, Σ = −1/2 and Ω = 1/2, so

g = (g_L − g_S/2) / [2J(J+1)]. (5)

This vanishes at g_S = 2 for every J. With the actual g_S the bracket is 1 − 1.00116 = −0.00116. At J = 1/2, where 2J(J+1) = 3/2, the result is g = −0.00077.

The cancellation occurs whenever Λ + 2Σ = 0. A ³Δ₁ state, with Λ = 2 and Σ = −1, has it too. In a ³Π₀ state, with Λ = 1 and Σ = −1, the reason for g = 0 is different. With these signs there is a moment along the axis, since Λ + 2Σ = −1, and reversing both signs reverses it. But Ω = 0 means that the axis has no average component along J, so neither sign gives a linear Zeeman energy.

The factor 1/[J(J+1)] also has a plain meaning. In its state of highest M, M = J, the molecule has a Zeeman energy proportional to 1/(J+1). The faster the molecule rotates, the more nearly its axis is perpendicular to J, and the smaller is the part of an axial moment that survives the rotation.

6. Why (4) fails for ²Σ states

For Λ = 0 the spin–orbit energy AΛΣ is zero, so within one electronic state spin–orbit coupling does not tie the spin to the axis. For spin 1/2 the argument about parity components fails as well. In a ²Σ state the partners are |0, +1/2⟩ and |0, −1/2⟩. They differ in Σ alone, and S⊥ connects them.

The error is large. For J = 1/2, equation (4) would give g_S(1/2)(1/2)/(3/4) = g_S/3 = 0.667. The lowest rotational level has N = 0 and no angular momentum other than spin, so its g factor must be g_S = 2.002. For spin 1/2 the condition Λ ≠ 0 is therefore part of the case (a) result, and ²Σ states belong to case (b). Σ states of higher spin belong there too, unless some other interaction, such as spin–orbit coupling through other electronic states, ties the spin to the axis. In a ³Σ state tied in this way, (4) does hold for Σ = ±1, because S⊥ changes Σ by one and cannot connect these two values. This is again the value for an exactly good Σ. Rotation mixes one of the two parity components with Σ = 0 at first order, so (4) is accurate for that component only when its separation from Σ = 0 is large compared with BJ².

7. Case (b): the spin is free of the axis

When the coupling of spin to the axis is negligible, the rotational energy depends on N, and N and S add to give J. The quantum numbers are N, S and J, with N ≥ |Λ|. Both averages in (2) follow by squaring vector sums.

From N = J − S,

N² = J² + S² − 2S·J,

so that

⟨S·J⟩ = [J(J+1) + S(S+1) − N(N+1)] / 2. (6)

From S = J − N, in the same way,

⟨N·J⟩ = [J(J+1) + N(N+1) − S(S+1)] / 2. (7)

The orbital part is Λn·J. Without spin, the rotating molecule has total angular momentum N, and n is a vector operator with respect to N. The projection theorem applies with N in place of J: within a level of given N, n is proportional to N. The constant follows from

n·N = n·R + n·L = Λ,

which gives n → ΛN/[N(N+1)]. Hence

⟨L·J⟩ = Λ²⟨N·J⟩ / [N(N+1)].

The square of Λ arises because Λ enters once as the size of the orbital angular momentum along the axis and once as the projection of the axis on N. It makes the result the same for +Λ and −Λ. Inserting everything into (2),

g = g_L {Λ²/[N(N+1)]} [J(J+1) + N(N+1) − S(S+1)] / [2J(J+1)]
  + g_S [J(J+1) + S(S+1) − N(N+1)] / [2J(J+1)]. (8)

For Λ = 0 the orbital term is zero, also at N = 0, where its prefactor should not be evaluated as a ratio.

Equation (8) carries a condition on the field. If the energy depends on N alone, the levels with the same N and different J are degenerate, and a field of any strength mixes them. So (8) describes the Zeeman effect only when a residual interaction, such as spin–rotation or weak spin–orbit coupling, separates these levels by much more than μ_B𝓑. In a stronger field N and S couple to the field separately.

For S = 1/2 the spin term is simple. With N = J − 1/2, N(N+1) = J² − 1/4, and (6) gives

⟨S·J⟩ = [J² + J + 3/4 − J² + 1/4]/2 = (J+1)/2.

With N = J + 1/2, N(N+1) = J² + 2J + 3/4, and

⟨S·J⟩ = [J² + J + 3/4 − J² − 2J − 3/4]/2 = −J/2.

The spin contributions to g are therefore g_S/(2J) and −g_S/[2(J+1)]. In the first case the state M = J has spin energy g_S μ_B 𝓑/2, the full value for a free spin. In the second the spin points against J, and its contribution is negative.

8. The level J = 1/2 in both cases

Apply (8) to a ²Π state with J = 1/2. Since N ≥ 1, only N = 1 is possible. The denominator 2J(J+1) is 3/2. The orbital term is

g_L (1/2)(3/4 + 2 − 3/4)/(3/2) = 2g_L/3,

and the spin term is

g_S (3/4 + 3/4 − 2)/(3/2) = −g_S/3.

Together they give (2g_L − g_S)/3. Equation (5) at J = 1/2 gives (g_L − g_S/2)/(3/2), which is the same number, −0.00077. The agreement has a simple origin. A state with Ω = 3/2 cannot have J = 1/2, so for each sign of Λ a ²Π state has one spin arrangement at this J. Cases (a) and (b) then describe the same state, and the near cancellation does not depend on A/B. For J ≥ 3/2 there are two arrangements and the coupling matters.

SECOND HALF: HOW NONMAGNETIC IS ²Π₁/₂?

9. What is carried over

J is the total angular momentum, S the spin, L the electronic orbital angular momentum, R the nuclear rotation and N = R + L. The unit vector n lies along the axis, with n·L = Λ, n·S = Σ and n·J = Ω = Λ + Σ. The rotational constant is B, and the spin–orbit energy is A L·S. The g factor is defined by E = E₀ + gμ_B𝓑M and obeys

g J(J+1) = ⟨G⟩, G = g_L L·J + g_S S·J. (9)

Within one electronic state L·J becomes ΛΩ, and the diagonal part of S·J is ΣΩ. In pure case (a) the ²Π₁/₂ value is

g = (g_L − g_S/2)/[2J(J+1)], (10)

which is zero for g_S = 2. In case (b), S·J has the values (J+1)/2 for N = J − 1/2 and −J/2 for N = J + 1/2, when S = 1/2.

We now have the g factors for a spin tied to the axis and for a spin free of it, and the near cancellation in ²Π₁/₂ that the first case gives at every J and both cases give at J = 1/2. What remains is to find g between the two cases for J ≥ 3/2, and to estimate how mixing with a Σ state changes the small value at J = 1/2.

Numerical values quoted here were computed with a short program.
